Stable Scattering-Matrix Composition for Thick Tunnel Barriers

A thick tunnel barrier can be computed slice by slice without growing exponentials if the slices are joined through their scattering matrices. Away from sharp resonances, the computed reflection and transmission coefficients then stay bounded by one, and flux is conserved to rounding error. The ordinary transfer matrix is less fragile than its size suggests. For one channel and a barrier without resonant wells, T = 1/|M22|² remains accurate until the numbers overflow. With several mixed channels of unequal decay, however, the transfer matrix loses the slowest channel, which carries most of the current, and rescaling does not bring it back.

**The quantities to be computed**

Let n coupled channels, for example the transverse modes of a narrow contact, obey

ψ'' = Qψ, Q = (2m/ħ²)(V − E).

V is a real symmetric n×n matrix, the mass m is the same everywhere, and Q is constant within each slice. All lead channels kept in the calculation are open, with wavenumbers on the diagonal of K. A real contact also has closed modes; if they couple to the open ones inside the barrier, leaving them out is an approximation. In a lead, write

ψ = K^(−1/2)(a + b), ψ' = iK^(1/2)(a − b),

where a moves right and b moves left. Then

ψ†ψ' = i(a†a − b†b) + i(b†a − a†b).

The last term is real, because b†a − a†b is imaginary. Hence Im ψ†ψ' = a†a − b†b, which is the flux up to the factor ħ/m. It is independent of x, since its derivative is Im(ψ'†ψ' + ψ†Qψ) = 0.

The transfer matrix M takes (a, b) from the left lead to the right lead. For a wave incident from the left, b vanishes on the right, so 0 = M21 + M22 r and

r = −M22⁻¹M21, t = M11 − M12M22⁻¹M21.

For incidence from the right, a vanishes on the left, which gives t' = M22⁻¹.

There is a second route to t. Because Q is symmetric, two solutions φ and ψ have a constant φᵀψ' − φ'ᵀψ. If φ has amplitudes c and d, this equals 2i(dᵀa − cᵀb). Let ψ enter from the left with amplitude α and φ from the right with amplitude β. The left lead gives dᵀa = βᵀt'ᵀα, the right lead gives βᵀtα, and cᵀb vanishes in both. Therefore t = t'ᵀ = (M22⁻¹)ᵀ. The two expressions for t agree algebraically but not in finite precision.

**What fails in one channel, and what does not**

For a slice of thickness d with κ = √Q, the pair (ψ, ψ') is multiplied by

P = [[cosh κd, κ⁻¹ sinh κd], [κ sinh κd, cosh κd]].

If V > E in every slice, the product of these matrices has positive entries and no subtraction occurs. To obtain M22, start with b = 1 and a = 0 on the left, so ψ = kL^(−1/2) and ψ' = −i kL^(1/2). On the right, b = (kR^(1/2)ψ + i kR^(−1/2)ψ')/2. Hence

2M22 = √(kR/kL) P11 + √(kL/kR) P22 + i[P21/√(kLkR) − √(kLkR) P12].

The real part is a sum of positive terms. The imaginary part may cancel, but its rounding error is small beside the real part when κ/k is of order one. Thus 1/M22 has a small relative error however small it is.

For a rectangular barrier between equal leads this gives

|M22|² = cosh²κd + ¼(κ/k − k/κ)² sinh²κd
= 1 + ¼(κ/k + k/κ)² sinh²κd,

where cosh² = 1 + sinh² was used. T is the inverse of this expression.

The other formula is t = (M11M22 − M12M21)/M22. The numerator is det M = 1, left over from products of order |M22|². With machine epsilon ε, its error is about ε|M22|², so the error of t is about ε|M22|. Relative to the true t this is ε|M22|² = ε/T. The transmission is lost once T falls to about ε. The sum R + T hides the damage at first. Its error is about (ε|M22|)² = ε²/T, still only of order ε when the transmission is lost, and it reaches order one only when T falls to about ε².

**What fails with several channels**

Suppose the slowest and fastest decay constants are κs and κf. The singular values of M22 then range from about exp(κsL) to exp(κfL). If the channels are mixed, all entries of M22 contain the fast exponential, and each entry is rounded by up to about ε exp(κfL). To first order,

δ(M22⁻¹) = −M22⁻¹ δM22 M22⁻¹.

The norm of M22⁻¹ is about exp(−κsL), so the relative error can reach

ε exp(κfL) exp(−κsL) = ε exp[(κf − κs)L].

The same error enters r and spoils the flux balance. Multiplying M by a common factor removes overflow but leaves this ratio unchanged. If the decay constants vary smoothly and stay well separated, (κf − κs)L becomes the integral of their difference. If the barriers of two weakly coupled modes cross, so that the fast mode becomes the slow one, this integral can greatly overestimate the loss. Without coupling, each mode decays by the integral of its own constant, and the two integrals may even be equal.

The cure is to store quantities in which the slow channel is the largest part of the transmission, not the smallest part of a growing matrix.

**A bounded matrix for each slice**

Imagine a gap of left-lead material, of zero width, between neighbouring slices. It changes nothing physically, but it gives each slice propagating waves on both sides and therefore a unitary scattering matrix.

A uniform slice is symmetric about its centre, so it can be solved for even and odd waves. At its right face ψ' = Zψ, with

Z_e = κ tanh(κd/2), Z_o = κ coth(κd/2).

These are functions of the matrix Q, evaluated on its eigenvalues. Let u be the incoming and v the outgoing amplitude at that face. Then ψ = K^(−1/2)(u + v), ψ' = iK^(1/2)(v − u), and with z = K^(−1/2)ZK^(−1/2),

i(v − u) = z(u + v), so (i − z)v = (i + z)u.

Since i + z = −(i − z) + 2i, the outgoing amplitude is v = su with

s = −1 + 2iG, G = (i − z)⁻¹.

Because z is real and symmetric, s is unitary. Equal incoming waves on both faces give s_e = r + t, and opposite ones give s_o = r − t. Hence

r = −1 + i(G_e + G_o), t = i(G_e − G_o).

This last difference would itself cancel for a thick slice, so it is rewritten before any number is inserted:

G_e − G_o = G_e[(i − z_o) − (i − z_e)]G_o = −G_e z_l G_o,

where z_l = z_o − z_e. From coth(y/2) − tanh(y/2) = 2/sinh y,

z_l = 2K^(−1/2)[κ/sinh κd]K^(−1/2), t = −iG_e z_l G_o.

The small factor now appears as a factor. By mirror symmetry r' = r and t' = t for the slice.

Two limits serve as checks, the first of the signs and the second of the magnitude. As d → 0, z_e → 0 and z_o → ∞, so G_e = −i, G_o = 0, r = 0 and t = 1. For a thick slice in one channel, both G have modulus k/√(k² + κ²) and z_l ≈ 4(κ/k)e^(−κd), so

T ≈ 16k²κ²e^(−2κd)/(k² + κ²)².

In a classically allowed slice κ = iq. The same formulas hold with tan and sin, and slices with qd < π avoid their singular points.

**Joining the slices**

Let part a lie to the left of part b, and let c and e be the right- and left-moving amplitudes in the gap. For an incident amplitude u from the left,

c = t_a u + r'_a e, e = r_b c.

Eliminating e gives c = (1 − r'_a r_b)⁻¹t_a u, and therefore

t = t_b(1 − r'_a r_b)⁻¹t_a,
r = r_a + t'_a r_b(1 − r'_a r_b)⁻¹t_a.

For an amplitude w from the right, e = t'_b w + r_b c and c = r'_a e. Thus

t' = t'_a(1 − r_b r'_a)⁻¹t'_b,
r' = r'_b + t_b r'_a(1 − r_b r'_a)⁻¹t'_b.

Flux is conserved for any pair of incoming waves. With outgoing amplitudes p on the left and q on the right, the two parts obey

|u|² + |e|² = |p|² + |c|²,
|c|² + |w|² = |e|² + |q|².

Adding them cancels the gap terms and leaves |u|² + |w|² = |p|² + |q|². The composite is unitary, so none of its entries can exceed one.

A different right lead is attached by one final step. Continuity of ψ and ψ' in each channel requires

kL^(−1/2)(1 + r) = kR^(−1/2)t, kL^(1/2)(1 − r) = kR^(1/2)t,

which gives r = (kL − kR)/(kL + kR) and t = 2√(kLkR)/(kL + kR), with r' = −r and t' = t.

Bounded numbers can still underflow. The transmission is therefore stored as t = e^s t̂, where s is now a real logarithm and t̂ is renormalised after each joining; t' uses the same s. The correction to r_a carries e^(2s). If that underflows, the lost term is far below the rounding error of r.

Unitarity does not by itself certify T. When T is 10⁻⁴⁰, R + T = 1 says almost nothing about it, so an independent value is needed.

**Direct tunnelling and field emission**

Take the free-electron mass, for which 2m/ħ² = 26.247 nm⁻² eV⁻¹. The left lead has 5 eV of kinetic energy, so kL = √(26.247 × 5) = 11.456 nm⁻¹. For a rectangular barrier 4 eV above E and 1 nm thick, κ = 10.246 nm⁻¹. Then (κ/k + k/κ)/2 = 1.006, sinh κd ≈ 14,090, and T ≈ 1/(1.006 × 14,090)² ≈ 4.98×10⁻⁹.

Now let the barrier fall linearly from 4 to 3 eV above E under a fixed bias of 1 V while L is varied. The right lead has 6 eV of kinetic energy. With 400 slices evaluated at their midpoints, composition gives:

L = 2 nm: log₁₀T = −16.062
L = 5 nm: log₁₀T = −41.016
L = 20 nm: log₁₀T = −165.785
L = 100 nm: log₁₀T = −831.221

Airy-function solutions for the continuous linear potential, evaluated with 50 digits, agree at this precision. So does 1/|M22|² up to 20 nm. At 100 nm the unscaled transfer matrix overflows; rescaling it restores the same answer.

The difference formula behaves otherwise. At 2 nm it still gives R + T = 1.000000, although T ≈ 9×10⁻¹⁷ is already below ε = 2.2×10⁻¹⁶. At 5 nm it gives R + T = 4.6×10⁹. The estimate explains the size: |M22| = T^(−1/2) ≈ 3.2×10²⁰, so the error of t should be about 7×10⁴ and its square about 5×10⁹.

For field emission, set L = 3 nm and the bias to 6 V. The field is 2 V/nm, the electron leaves the forbidden region at 4/2 = 2 nm, and the last nanometre is classically allowed. The Airy solution gives T = 2.2526×10⁻¹². Composition with 100, 200 and 400 slices has errors in ln T of 5.4×10⁻⁴, 1.34×10⁻⁴ and 3.3×10⁻⁵. Each halving of the slice width divides the error by about four, as for a second-order approximation. This is an error of the sliced potential, not of the joining rule.

**Two mixed modes**

Let two modes have lead kinetic energies of 5 and 4 eV on both sides and barriers 1 and 4 eV above E. Their coupling rises linearly from 0.5 to 1 eV across the barrier. The mean decay constants are 4.630 and 10.477 nm⁻¹, a difference of 5.847 nm⁻¹. The predicted failure thickness follows from ε exp(5.847L) = 1, or L = 36.04/5.847 ≈ 6.2 nm.

The comparison keeps 60 slices at every thickness. T is summed over both incident and both outgoing modes, and the flux defect is the largest entry, in magnitude, of r†r + t†t − 1. The transfer matrix is rescaled in the four rows below.

L = 4 nm: log₁₀T = −15.803 by both methods; transfer defect 8×10⁻⁷
L = 6 nm: −23.846 by composition, −23.839 by transfer; defect 0.21
L = 8 nm: −31.889 by composition, −38.484 by transfer; defect 5.6
L = 20 nm: −80.147 by composition, −147.208 by transfer; defect 31

A 400-digit transfer calculation with the same slices reproduces the composition values, so the failure comes from rounding, not from the transfer equations. The flux defect of the composed matrix stays at or below about 2×10⁻¹⁵. A fit to the defect of the transfer matrix without rescaling, between 2 and 6 nm, gives a growth rate of 5.70 nm⁻¹, close to the predicted 5.85 nm⁻¹.

Beyond the failure the transfer result is wrong in a recognisable way. From 12 to 20 nm its log₁₀T falls by 9.08 per nanometre. The fast mode would give 2 × 10.477/ln 10 = 9.10, while the correct slow rate is 2 × 4.630/ln 10 = 4.02. Rounding has replaced the smallest singular value of M22 by an error roughly proportional to ε exp(κfL), which grows at the fast rate.

Mixing in the basis used for the matrices is essential here. With the coupling set to zero at 12 nm, the transfer defect is only 4×10⁻¹⁶, because each mode keeps its own scale.

**Where composition also fails**

The inverse of 1 − r'_a r_b is harmless while its smallest singular value is not small. In the thickness scans above it did not fall below 1.00. A resonant well between two opaque barriers is different. For identical one-channel barriers with reflection r and a phase θ across the well, resonance means θ = −arg r, up to a multiple of π. Then

1 − r²e^(2iθ) = 1 − |r|² = T₁,

where T₁ is the transmission of one barrier. For rectangular barriers 4 eV above E and 0.5 nm thick, T₁ = 1.40×10⁻⁴ and the denominator is computed correctly. At 4 nm, T₁ = 9.9×10⁻³⁶, but double precision returns 1.1×10⁻¹⁶. Subtracting |r|² from one has lost the answer. Unitary composition does not cure this. Resolving such a peak needs more digits, or a formulation that keeps both T₁ and the small phase offset from resonance as separate numbers. Keeping T₁ alone is not enough, because a phase error much larger than T₁ already moves the calculation off the peak.

**Relation to real barriers**

Tunnel oxides in devices are typically a few nanometres thick, with barriers of roughly 1 to 4 eV, so the thinner examples have realistic dimensions. The 20 and 100 nm cases are numerical stress tests: in real insulators of that thickness, transport through defects or over the barrier would swamp coherent direct tunnelling. A field of 2 V/nm is also above what many oxides withstand. The free-electron mass is a serious simplification. If the barrier mass were 0.4 of it, κ would be multiplied by √0.4 = 0.63, and the 2 nm direct-tunnelling result would rise by about six decades. Unequal masses also require continuity of ψ'/m instead of ψ'. The model omits image forces, traps and inelastic scattering, so its transmissions are not predictions for a particular device.
